# The p-wave reflection null of a uniaxial crystal with surface-normal axis: test program

```python
# Result under test: a p-polarized wave in air is not reflected by a transparent
# uniaxial half-space with surface-normal optic axis when
#     tan(theta)^2 = eps_e (eps_o - 1) / (eps_e - 1).
# theta: angle of incidence from the normal; eps_o: permittivity in the surface
# plane; eps_e: permittivity along the normal z (z points into the crystal).
# The reference solver integrates Maxwell's equations for the tangential fields
# (Ex, Ey, Hx, Hy) with any permittivity tensor. Fields are Gaussian, and
# wavevectors are in units of k0 = omega/c. Amplitudes for p refer to Hy.
import numpy as np
from scipy import constants
from scipy.linalg import expm, schur
from scipy.optimize import brentq, minimize_scalar

photon_eV = 2.10
wavelength_nm = constants.h * constants.c / (photon_eV * constants.e) * 1e9
k0_per_nm = 2 * np.pi / wavelength_nm
AIR = np.eye(3)


def uniaxial(eps_o, eps_e, axis=(0.0, 0.0, 1.0)):
    a = np.array(axis)
    return eps_o * np.eye(3) + (eps_e - eps_o) * np.outer(a, a)


def maxwell_matrix(eps, s):
    """Matrix A in d(psi)/dz = i k0 A psi, built column by column."""
    columns = []
    for ex, ey, hx, hy in np.eye(4):
        ez = (-s * hy - eps[2, 0] * ex - eps[2, 1] * ey) / eps[2, 2]
        dx, dy, _ = eps @ np.array([ex, ey, ez])
        columns.append([hy + s * ez, -hx, s * s * ey - dy, dx])
    return np.array(columns, dtype=complex).T


def solve(theta, exit_eps, layers=(), incident="p"):
    """Return reflected p and s amplitudes and the field state at the exit."""
    s, c = np.sin(theta), np.cos(theta)
    _, basis, count = schur(maxwell_matrix(exit_eps, s), output="complex",
                            sort=lambda q: q.real + q.imag > 0)
    assert count == 2
    outgoing = basis[:, :2]
    transfer = np.eye(4, dtype=complex)
    for eps, thickness_nm in layers:
        transfer = transfer @ expm(-1j * k0_per_nm * thickness_nm
                                   * maxwell_matrix(eps, s))
    source = [c, 0, 0, 1] if incident == "p" else [0, 1, -c, 0]
    system = np.column_stack([[-c, 0, 0, 1], [0, 1, c, 0],
                              -transfer @ outgoing])
    x = np.linalg.solve(system, -np.array(source, dtype=complex))
    return x[0], x[1], outgoing @ x[2:]


def numerical_null(eps, upper=1.569):
    return brentq(lambda t: solve(t, eps)[0].real, 0.01, upper, xtol=1e-13)


def null_formula(eps_o, eps_e):
    return np.arctan(np.sqrt(eps_e * (eps_o - 1) / (eps_e - 1)))


def amplitude_formula(theta, eps_o, eps_e):
    c = np.cos(theta)
    w = np.sqrt((1 - np.sin(theta)**2 / eps_e) / eps_o)
    return (c - w) / (c + w)


# Null angle, uniqueness, amplitude formula and dipole-radiation sum
null_error = amplitude_error = radiation_error = 0.0
for eo, ee in [(2.75, 2.2), (2.2, 2.75), (6.0, 1.3), (1.4, 8.0),
               (3.0, 3.0), (0.6, 0.8)]:
    tensor = uniaxial(eo, ee)
    upper = 0.999 * np.arcsin(min(1.0, np.sqrt(ee)))
    found = numerical_null(tensor, upper)
    null_error = max(null_error, abs(found - null_formula(eo, ee)))
    if ee > 1 and eo != ee:
        assert (np.tan(found)**2 - eo) * (eo - ee) > 0
        assert (np.tan(found)**2 - ee) * (eo - ee) > 0
    amplitudes = []
    for t in np.linspace(0.013, upper, 60):
        s, c = np.sin(t), np.cos(t)
        r, _, state = solve(t, tensor)
        amplitudes.append(r.real)
        amplitude_error = max(amplitude_error,
                              abs(r - amplitude_formula(t, eo, ee)))
        field = np.array([state[0], state[1], -s * state[3] / ee])
        dipoles = (tensor - AIR) @ field
        kz = np.sqrt(eo * (1 - s * s / ee))
        radiated = -(dipoles @ np.array([-c, 0, -s])) / (2 * c * (c + kz))
        radiation_error = max(radiation_error, abs(r - radiated))
    assert np.count_nonzero(np.diff(np.sign(amplitudes))) == 1
assert null_error < 1e-9
assert amplitude_error < 1e-9
assert radiation_error < 1e-9

# One permittivity above 1 and the other below: no null
for eo, ee in [(2.0, 0.8), (0.8, 2.0)]:
    upper = 0.999 * np.arcsin(min(1.0, np.sqrt(ee)))
    values = [abs(solve(t, uniaxial(eo, ee))[0])
              for t in np.linspace(0.013, upper, 80)]
    assert min(values) > 0.03
# Limiting cases: null at normal incidence, and null pushed to grazing
assert abs(solve(1e-4, uniaxial(1.0, 2.0))[0]) < 1e-7
grazing_values = [solve(t, uniaxial(2.0, 1.0))[0].real
                  for t in np.linspace(0.013, 1.56, 80)]
assert min(grazing_values) > 0.0

# Worked example: rough values in the regime of c-cut calcite
eps_o, eps_e = 2.75, 2.20
crystal = uniaxial(eps_o, eps_e)
theta0 = numerical_null(crystal)
s0, c0 = np.sin(theta0), np.cos(theta0)
tan2 = np.tan(theta0)**2
deg = np.degrees
r0, _, state = solve(theta0, crystal)
ex, ez = (state[0] / state[3]).real, -s0 / eps_e
reflected = np.array([s0, -c0])
polarization = np.array([(eps_o - 1) * ex, (eps_e - 1) * ez])
ray = np.array([-ez, ex])
wave = np.array([s0, np.sqrt(eps_o * (1 - s0**2 / eps_e))])


def angle_between(a, b):
    return deg(np.arctan2(abs(a[0] * b[1] - a[1] * b[0]), a @ b))


dipole_angle = angle_between(polarization, reflected)
dipole_angle = min(dipole_angle, 180 - dipole_angle)
wave_angle = angle_between(wave, reflected)
ray_angle = angle_between(ray, reflected)
assert dipole_angle < 1e-7
assert abs(wave_angle - 90) > 1 and abs(ray_angle - 90) > 1

# Recover both permittivities from simulated reflection data
R_normal = abs(solve(0.0, crystal)[0])**2
eps_o_read = ((1 + np.sqrt(R_normal)) / (1 - np.sqrt(R_normal)))**2


def eps_e_from_null(theta, in_plane):
    T = np.tan(theta)**2
    return T / (T - in_plane + 1)


eps_e_read = eps_e_from_null(theta0, eps_o_read)
assert abs(eps_o_read - eps_o) < 1e-9 and abs(eps_e_read - eps_e) < 1e-9
angle_error_deg = 0.01
eps_e_shift = eps_e_from_null(theta0 + np.radians(angle_error_deg),
                              eps_o) - eps_e

# Plate in air keeps the null; glass backing does not
for thickness in (300.0, 700.0, 1000.0):
    assert abs(solve(theta0, AIR, [(crystal, thickness)])[0]) < 1e-9
assert abs(solve(theta0 - 0.2, AIR, [(crystal, 700.0)])[0]) > 1e-3
glass_eps = 2.25
R_backing = [abs(solve(theta0, glass_eps * AIR, [(crystal, d)])[0])**2
             for d in (700.0, 1000.0)]
assert abs(R_backing[0] - R_backing[1]) < 1e-10

# Sizes of other neglected effects
tilt_deg = 1.0


def tilted(angle_deg, in_plane):
    a = np.radians(angle_deg)
    axis = (np.sin(a), 0, np.cos(a)) if in_plane else (0, np.sin(a), np.cos(a))
    return uniaxial(eps_o, eps_e, axis)


tilt_shift = numerical_null(tilted(tilt_deg, True)) - theta0
double_shift = numerical_null(tilted(2 * tilt_deg, True)) - theta0
assert abs(double_shift / tilt_shift - 4) < 0.05
R_cross = abs(solve(theta0, tilted(tilt_deg, False))[1])**2


def minimum(exit_eps, layers=()):
    fit = minimize_scalar(lambda t: abs(solve(t, exit_eps, layers)[0])**2,
                          bounds=(theta0 - 0.03, theta0 + 0.03),
                          method="bounded", options={"xatol": 1e-9})
    return fit.x, fit.fun


layer_nm, layer_eps = 1.0, 2.0
layer_angle, layer_R = minimum(crystal, [(layer_eps * AIR, layer_nm)])
loss = 1e-3
loss_angle, loss_R = minimum(crystal + 1j * loss * AIR)
air_index = 1.0003
air_shift = numerical_null(crystal / air_index**2) - theta0
warming_K, index_per_K = 30.0, 1e-5
dn = warming_K * index_per_K
warm = uniaxial((np.sqrt(eps_o) + dn)**2, (np.sqrt(eps_e) + dn)**2)
warm_shift = numerical_null(warm) - theta0
half_width_deg = 0.1
nodes, weights = np.polynomial.legendre.leggauss(8)
R_beam = sum(w * abs(solve(theta0 + np.radians(half_width_deg) * x,
                           crystal)[0])**2
             for x, w in zip(nodes, weights)) / 2
R_s = abs(solve(theta0, crystal, incident="s")[1])**2
azimuth_deg = 0.1
R_leak = np.sin(np.radians(azimuth_deg))**2 * R_s

print(f"Photon energy: {photon_eV:.2f} eV")
print(f"Vacuum wavelength: {wavelength_nm:.1f} nm")
print(f"eps_o, in plane (rough input): {eps_o:.2f} (no unit)")
print(f"eps_e, along normal (rough input): {eps_e:.2f} (no unit)")
print(f"tan^2 of numerical null angle: {tan2:.5f} (no unit)")
print(f"sin^2 and cos^2 at null: {s0**2:.5f}, {c0**2:.5f} (no unit)")
print(f"Null angle, Maxwell solver: {deg(theta0):.4f} deg")
print(f"Null angle, derived formula: {deg(null_formula(eps_o, eps_e)):.4f} deg")
print(f"Null angle, converted: {theta0:.5f} rad")
print(f"Isotropic Brewster angle for eps_o: {deg(np.arctan(eps_o**.5)):.4f} deg")
print(f"Isotropic Brewster angle for eps_e: {deg(np.arctan(eps_e**.5)):.4f} deg")
for a in (30, 50, 60, 70, 80):
    R = abs(solve(np.radians(a), crystal)[0])**2
    print(f"R_p at {a} deg: {R:.3e} (no unit)")
print(f"R_s at null angle: {R_s:.4f} (no unit)")
print(f"Polarization to reflected-direction line: {dipole_angle:.4f} deg")
print(f"Transmitted wavevector to reflected beam: {wave_angle:.3f} deg")
print(f"Transmitted energy ray to reflected beam: {ray_angle:.3f} deg")
print(f"Normal-incidence reflectance: {R_normal:.5f} (no unit)")
print(f"Recovered eps_o, eps_e: {eps_o_read:.4f}, {eps_e_read:.4f} (no unit)")
print(f"Assumed null-angle reading error: {angle_error_deg:.2f} deg")
print(f"Resulting error in eps_e: {eps_e_shift:.5f} (no unit)")
print(f"Glass backing permittivity (rough): {glass_eps:.2f} (no unit)")
print(f"R_p at null with glass backing: {R_backing[0]:.3e} (no unit)")
print(f"Assumed optic-axis tilt: {tilt_deg:.1f} deg")
print(f"Null shift, tilt in incidence plane: {deg(tilt_shift):.5f} deg")
print(f"Shift ratio when tilt doubles: {double_shift / tilt_shift:.3f} (no unit)")
print(f"p-to-s reflectance, tilt out of plane: {R_cross:.3e} (no unit)")
print(f"Surface layer thickness (rough): {layer_nm:.1f} nm")
print(f"Surface layer permittivity (rough): {layer_eps:.2f} (no unit)")
print(f"Minimum R_p with surface layer: {layer_R:.3e} (no unit)")
print(f"Minimum shift with layer: {deg(layer_angle - theta0):.5f} deg")
print(f"Assumed imaginary permittivity: {loss:.1e} (no unit)")
print(f"Minimum R_p with absorption: {loss_R:.3e} (no unit)")
print(f"Minimum shift with absorption: {deg(loss_angle - theta0):.2e} deg")
print(f"Air refractive index (rough): {air_index:.4f} (no unit)")
print(f"Null shift from air index: {deg(air_shift):.5f} deg")
print(f"Assumed warming: {warming_K:.0f} K")
print(f"Assumed index change per kelvin (rough): {index_per_K:.1e} 1/K")
print(f"Null shift from warming: {deg(warm_shift):.5f} deg")
print(f"Beam angular half-width: {half_width_deg:.1f} deg")
print(f"Mean R_p over beam at null: {R_beam:.3e} (no unit)")
print(f"Polarizer azimuth error: {azimuth_deg:.1f} deg")
print(f"s-wave leakage at null: {R_leak:.3e} (no unit)")
print(f"Largest null-angle test error: {null_error:.1e} rad")
print(f"Largest r_p formula error: {amplitude_error:.1e} (no unit)")
print(f"Largest dipole-sum error: {radiation_error:.1e} (no unit)")
print("all tests passed")
```

Printed output:

```
Photon energy: 2.10 eV
Vacuum wavelength: 590.4 nm
eps_o, in plane (rough input): 2.75 (no unit)
eps_e, along normal (rough input): 2.20 (no unit)
tan^2 of numerical null angle: 3.20833 (no unit)
sin^2 and cos^2 at null: 0.76238, 0.23762 (no unit)
Null angle, Maxwell solver: 60.8258 deg
Null angle, derived formula: 60.8258 deg
Null angle, converted: 1.06161 rad
Isotropic Brewster angle for eps_o: 58.9091 deg
Isotropic Brewster angle for eps_e: 56.0122 deg
R_p at 30 deg: 4.329e-02 (no unit)
R_p at 50 deg: 1.189e-02 (no unit)
R_p at 60 deg: 1.113e-04 (no unit)
R_p at 70 deg: 2.372e-02 (no unit)
R_p at 80 deg: 1.971e-01 (no unit)
R_s at null angle: 0.2363 (no unit)
Polarization to reflected-direction line: 0.0000 deg
Transmitted wavevector to reflected beam: 86.096 deg
Transmitted energy ray to reflected beam: 80.023 deg
Normal-incidence reflectance: 0.06133 (no unit)
Recovered eps_o, eps_e: 2.7500, 2.2000 (no unit)
Assumed null-angle reading error: 0.01 deg
Resulting error in eps_e: -0.00216 (no unit)
Glass backing permittivity (rough): 2.25 (no unit)
R_p at null with glass backing: 2.814e-03 (no unit)
Assumed optic-axis tilt: 1.0 deg
Null shift, tilt in incidence plane: -0.00223 deg
Shift ratio when tilt doubles: 3.998 (no unit)
p-to-s reflectance, tilt out of plane: 5.328e-07 (no unit)
Surface layer thickness (rough): 1.0 nm
Surface layer permittivity (rough): 2.00 (no unit)
Minimum R_p with surface layer: 2.456e-06 (no unit)
Minimum shift with layer: -0.00126 deg
Assumed imaginary permittivity: 1.0e-03 (no unit)
Minimum R_p with absorption: 9.393e-10 (no unit)
Minimum shift with absorption: -6.06e-07 deg
Air refractive index (rough): 1.0003 (no unit)
Null shift from air index: -0.00540 deg
Assumed warming: 30 K
Assumed index change per kelvin (rough): 1.0e-05 1/K
Null shift from warming: 0.00282 deg
Beam angular half-width: 0.1 deg
Mean R_p over beam at null: 5.675e-07 (no unit)
Polarizer azimuth error: 0.1 deg
s-wave leakage at null: 7.199e-07 (no unit)
Largest null-angle test error: 9.7e-15 rad
Largest r_p formula error: 7.8e-16 (no unit)
Largest dipole-sum error: 7.2e-16 (no unit)
all tests passed
```
